# The RPA high-density logarithm and its coefficient in PBE

## What goes wrong

Compress an electron density uniformly and keep its reduced gradient $s$ fixed. The local correlation energy per electron keeps falling: the local part used in PBE gives $-0.476$ hartree at $r_s=10^{-6}$ bohr and $-0.619$ hartree at $r_s=10^{-8}$ bohr. If a gradient correction does not cancel this fall, the functional diverges. In the PBE form of the correction, a finite nonzero remainder is left only if a constant in the correction equals the coefficient of the logarithm, as the last section shows.

Perturbation theory does not supply it directly, because the second-order ring diagram of the uniform gas is infinite. The sum of all ring diagrams, the random-phase approximation (RPA), is finite. The result derived here, for the ring-sum (RPA) correlation energy, is

$$e_c=\gamma\ln r_s+C+o(1),\qquad \gamma=\frac{1-\ln2}{\pi^2}=0.031091\ \text{hartree}=0.846\ \text{eV},$$

as $r_s\to0$, per electron. The gas is unpolarized, nonrelativistic, at zero temperature, with a neutralizing background. The Fermi velocity reaches the speed of light at $r_s\approx0.014$ bohr, so values at smaller $r_s$ are a formal limit of this model, not energies of real electrons. Hartree atomic units are used, with $r_s$ in bohr inside the logarithm.

## Simplest case: one oscillator

Let one excitation of energy $\Delta$ interact with itself through

$$H=\Delta\,b^\dagger b+\tfrac v2(b+b^\dagger)^2 .$$

With $b+b^\dagger=\sqrt{2\Delta}\,X$ this is an oscillator with $\Omega^2=\Delta^2+2v\Delta$. Its ground-state energy is $\frac12(\Omega-\Delta)$. The first-order energy is $v/2$, so the correlation part is $E=\frac12(\Omega-\Delta-v)$.

The same energy is a frequency integral. Define $x(\omega)=2v\Delta/(\Delta^2+\omega^2)$, so that $1+x=(\omega^2+\Omega^2)/(\omega^2+\Delta^2)$. Since

$$\frac{d}{d\Omega}\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}\ln\frac{\omega^2+\Omega^2}{\omega^2+\Delta^2}=\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}\frac{2\Omega}{\omega^2+\Omega^2}=1,$$

the logarithm integrates to $\Omega-\Delta$, while $x$ integrates to $v$. Hence

$$E=\frac12\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}\,[\ln(1+x)-x].$$

**Limit.** For small $v$, $\Omega=\Delta+v-v^2/(2\Delta)+\dots$, so $E=-v^2/(4\Delta)$. Ordinary perturbation theory agrees: the two-quantum state has matrix element $v/\sqrt2$ and energy $2\Delta$.

For several excitations take $H=\sum_i\Delta_ib_i^\dagger b_i+\frac v2\big[\sum_i(b_i+b_i^\dagger)\big]^2$. The squared mode frequencies $\Omega_j^2$ are the eigenvalues of $M_{ij}=\Delta_i^2\delta_{ij}+2v\sqrt{\Delta_i\Delta_j}$, and the correlation part is $\frac12\sum_j(\Omega_j-\Delta_j-v)$. The coupling has rank one, so $\prod_j\frac{\omega^2+\Omega_j^2}{\omega^2+\Delta_j^2}=\frac{\det(\omega^2+M)}{\prod_j(\omega^2+\Delta_j^2)}=1+x$ with $x=\sum_i2v\Delta_i/(\Delta_i^2+\omega^2)$, and the same frequency integral holds. With gaps 0.4, 0.9, 1.5 and $v=0.3$ hartree, diagonalization and the frequency integral both give $-0.125024$ hartree.

## Generalization to the gas

Let the interaction have strength $g$, with $v(q)=4\pi/q^2$ and volume $\mathcal V$:

$$gV=\frac{g}{2\mathcal V}\sum_{q\ne0}v(q)(\rho_q\rho_{-q}-N).$$

By the Hellmann–Feynman theorem $dE/dg=\langle V\rangle_g$, assuming the ground state evolves smoothly from $g=0$ to 1. Subtracting the first-order energy $\langle V\rangle_0$ leaves

$$E_c=\frac1{2\mathcal V}\sum_{q\neq0}v(q)\int_0^1dg\,\big[\langle\rho_q\rho_{-q}\rangle_g-\langle\rho_q\rho_{-q}\rangle_0\big].$$

The density response at imaginary frequency is

$$\chi_g(q,i\omega)=-\frac1{\mathcal V}\sum_n|\langle n|\rho_{-q}|0\rangle|^2\frac{2E_n}{E_n^2+\omega^2},$$

where $E_n$ are excitation energies. Each fraction integrates to 1 over $d\omega/2\pi$, so $\langle\rho_q\rho_{-q}\rangle_g=-\mathcal V\int\frac{d\omega}{2\pi}\chi_g$.

The RPA lets electrons respond as free electrons to the external potential plus the induced Hartree potential: $\delta n=\chi_0(\phi+gv\,\delta n)$. Thus $\chi_g=\chi_0/(1-gv\chi_0)$. With $x=-v\chi_0>0$,

$$\int_0^1dg\,v(\chi_0-\chi_g)=\int_0^1dg\left[\frac{x}{1+gx}-x\right]=\ln(1+x)-x .$$

Replacing $\sum_q$ by $\mathcal V\int d^3q/(2\pi)^3$ and dividing by $N=n\mathcal V$ gives

$$e_c=\frac1{2n}\int\frac{d^3q}{(2\pi)^3}\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}[\ln(1+x)-x].$$

This is the oscillator formula for each $q$. Its expansion $-x^2/2+x^3/3-\dots$ is the ring series: $x^m$ is a closed ring of $m$ bubbles $\chi_0$ joined by $m$ interactions.

## The bubble

For free electrons, with a factor 2 for spin,

$$-\chi_0=2\int\frac{d^3k}{(2\pi)^3}n_k(1-n_{k+q})\frac{2\Delta}{\Delta^2+\omega^2},\qquad \Delta=\mathbf k\cdot\mathbf q+\tfrac{q^2}2 .$$

The term with $n_kn_{k+q}$ vanishes, because $\mathbf k\to-\mathbf k-\mathbf q$ preserves the occupations and reverses $\Delta$. Measure momenta in $k_F$: $q=k_FQ$, and $z$ is the component of $\mathbf k/k_F$ along $\mathbf q$. Then $\Delta=k_F^2Q(z+Q/2)$. Put $\omega=k_F^2Qu$. The disc at fixed $z$ has area $\pi(1-z^2)$, so

$$-\chi_0=\frac{4k_F^3}{8\pi^3}\frac{\pi}{k_F^2Q}\int_{-1}^1(1-z^2)\,h(z+\tfrac Q2)\,dz=\frac{k_F}{\pi^2}R(Q,u),$$

$$R=\frac1{2Q}\int_{-1}^1(1-z^2)\,h(z+\tfrac Q2)\,dz,\qquad h(d)=\frac d{d^2+u^2}.$$

**Limit $Q\to0$.** Write $h=L'$ with $L(d)=\frac12\ln(d^2+u^2)$, and $w=Q/2$. Integration by parts gives

$$R=\frac1Q\int_{-1}^1zL(z+w)\,dz=\frac1w\int_0^w g(\sigma)\,d\sigma,\qquad g(\sigma)=\frac12\int_{-1}^1z\,h(z+\sigma)\,dz .$$

The second equality holds because $L$ is even: folding $z<0$ onto $z>0$ produces $L(z+w)-L(z-w)=\int_{-w}^{w}h(z+\sigma)d\sigma$. Therefore

$$R_0(u)=g(0)=\int_0^1\frac{z^2}{z^2+u^2}dz=1-u\arctan\frac1u .$$

The size of the correction is needed later. Substituting $y=z+\sigma$ and differentiating,

$$g'(\sigma)=\tfrac12[h(1+\sigma)-h(1-\sigma)-L(1+\sigma)+L(1-\sigma)].$$

For $0\le\sigma\le\frac12$ the arguments stay between $\frac12$ and $\frac32$, away from the singular point $d=u=0$. The derivatives of $h$ and $L$ there are bounded by a constant times $1/(1+u^2)$. So $|g'|\le K\sigma/(1+u^2)$, and for $Q\le1$

$$|R-R_0|\le \frac{K'Q^2}{1+u^2}.$$

## The energy in dimensionless form

From $n=k_F^3/(3\pi^2)=3/(4\pi r_s^3)$ one has $k_F=1/(\alpha r_s)$ with $\alpha=(4/9\pi)^{1/3}=0.521062$. Then

$$x=\frac{4\pi}{k_F^2Q^2}\frac{k_F}{\pi^2}R=\frac{\lambda R}{Q^2},\qquad\lambda=\frac4{\pi k_F}=\frac{4\alpha r_s}\pi .$$

The measures are $d^3q=4\pi k_F^3Q^2dQ$ and $d\omega=k_F^2Q\,du$. The prefactor is $\frac{3\pi^2}{2k_F^3}\cdot\frac{4\pi k_F^3}{8\pi^3}\cdot\frac{k_F^2}{2\pi}=\frac{3k_F^2}{8\pi}$:

$$e_c=\frac{3k_F^2}{8\pi}\int_0^\infty Q^3dQ\int_{-\infty}^{\infty}du\left[\ln\Big(1+\frac{\lambda R}{Q^2}\Big)-\frac{\lambda R}{Q^2}\right].$$

Because $k_F^2\lambda^2=16/\pi^2$ does not depend on density, terms of order $\lambda^2$ in the integral contribute constants to $e_c$, and $\lambda^2\ln\lambda$ contributes a logarithm.

## First attempt: second order alone

Keep $-x^2/2$ and cut the integral at $Q_c$:

$$e^{(2)}(Q_c)=-\frac3{\pi^3}\int_{Q_c}^\infty\frac{J(Q)}Q\,dQ,\qquad J(Q)=\int_{-\infty}^{\infty}R^2du .$$

At large $Q$ there is no difficulty. Restore the Pauli factor, and let $a(d)\le1$ be the allowed disc area divided by $\pi$, with $d=z+Q/2>0$. By partial fractions,

$$\int_{-\infty}^\infty\frac{du}{(d^2+u^2)(d'^2+u^2)}=\frac{\pi}{d'^2-d^2}\Big(\frac1d-\frac1{d'}\Big)=\frac{\pi}{dd'(d+d')},$$

$$J=\frac{\pi}{4Q^2}\iint\frac{a(d)\,a(d')}{d+d'}\,dd\,dd' .$$

The sum $d+d'$ is the energy denominator of a double excitation. At $Q=0.8$ this form and $\int R^2du$ both give 0.560715. The point $d=0$ is reached only for $Q\le2$, and there the allowed area vanishes linearly ($a=2Qd$ near $d=0$ for $Q<2$). The integrand therefore stays bounded and $J$ is finite. For $Q\ge4$, $d\ge Q/4$ and $\int a\,dd=4/3$, hence $J\le8\pi/(9Q^3)$.

At small $Q$, however, $J\to I=\int R_0^2du$, which is not zero. Using the integral form of $R_0$ and the same frequency integral,

$$I=\int_0^1\!\!\int_0^1x^2y^2\frac{\pi}{xy(x+y)}dx\,dy=\pi\int_0^1\!\!\int_0^1\frac{xy}{x+y}dx\,dy .$$

(Here $x,y$ are integration variables.) The halves $y<x$ and $y>x$ are equal. With $y=x\tau$,

$$I=2\pi\int_0^1x^2dx\int_0^1\frac{\tau}{1+\tau}d\tau=\frac{2\pi}3(1-\ln2)=0.642671 .$$

So $e^{(2)}$ contains $(3I/\pi^3)\ln Q_c=2\gamma\ln Q_c$ and diverges to $-\infty$. Numerically it is $-0.312033$ hartree at $Q_c=10^{-2}$ and $-0.455210$ at $10^{-3}$. The slope is $0.143177/\ln10=0.062181$ hartree, equal to $2\gamma$ at this precision.

The expansion is invalid once $x$ reaches about 1, that is for $Q\lesssim\sqrt\lambda$. At $r_s=0.01$ bohr this scale is 0.081. Physically, the other electrons screen the interaction at longer wavelengths. A cutoff $Q_c\propto\sqrt{r_s}$ turns $2\gamma\ln Q_c$ into $\gamma\ln r_s$. This estimate must now be replaced by a calculation.

## The full ring sum at small $Q$

Split the integral at $Q=1$. For $Q>1$, $|\ln(1+x)-x|\le x^2/2$, so this part is at most $\frac{\lambda^2}2\int_1^\infty J\,dQ/Q$: order $\lambda^2$, no logarithm.

For $Q<1$, replace $R$ by $R_0$. Since

$$\frac{\partial}{\partial a}\left[\ln\Big(1+\frac at\Big)-\frac at\right]=-\frac{a}{t(t+a)},$$

whose magnitude is at most $a/t^2$, the error in the integrand, with $t=Q^2$ and $a=\lambda R$, is bounded by

$$Q^3\,\frac{\lambda^2|R-R_0|\max(R,R_0)}{Q^4}\le\frac{\text{const}\;\lambda^2Q}{(1+u^2)^2}.$$

This is integrable, so the replacement also costs only order $\lambda^2$.

What remains can be integrated. Set $a=\lambda R_0$ and $Q^3dQ=\frac12t\,dt$. By parts,

$$\int_0^1t\ln\Big(1+\frac at\Big)dt=\frac12\ln(1+a)+\frac a2\int_0^1\frac{t\,dt}{t+a}=\frac12\ln(1+a)+\frac a2-\frac{a^2}2\ln\Big(1+\frac1a\Big).$$

Subtract $\int_0^1a\,dt=a$ and multiply by $\frac12$. With $\frac12\ln(1+a)-\frac a2=-\frac{a^2}4+O(a^3)$ and $\ln(1+1/a)=-\ln a+O(a)$, the result is

$$\frac{a^2}4\ln a-\frac{a^2}8+O(a^3).$$

The linear terms have cancelled. Multiplying by $3k_F^2/8\pi$, using $3k_F^2\lambda^2/8\pi=6/\pi^3$, and integrating over $u$, the coefficient of $\ln\lambda$, and hence of $\ln r_s$, is

$$\frac6{\pi^3}\cdot\frac I4=\frac3{2\pi^3}\cdot\frac{2\pi}3(1-\ln2)=\frac{1-\ln2}{\pi^2}=\gamma .$$

## The constant, and a comparison

As $\lambda\to0$, the two leftover parts divided by $\lambda^2$ tend to their second-order forms. The bounds above permit the limit inside the integrals. Hence

$$C=\frac6{\pi^3}\Big\{\frac I4\ln\frac{4\alpha}\pi+\frac14\int R_0^2\ln R_0\,du-\frac I8-\frac12\Big[\int_0^1\frac{J-I}Q\,dQ+\int_1^\infty\frac JQ\,dQ\Big]\Big\}.$$

The three numerical integrals are $-0.353890$, $-0.064338$ and $0.329718$, so

$$C=0.193509\,(-0.065926-0.088473-0.080334-0.132690)=-0.0711\ \text{hartree}.$$

The full ring integral, evaluated without expanding in $r_s$, compares as follows (hartree):

| $r_s$ (bohr) | ring sum | $\gamma\ln r_s+C$ |
|---|---|---|
| 1 | −0.078799 | −0.071099 |
| 0.1 | −0.144042 | −0.142688 |
| 0.01 | −0.214474 | −0.214277 |
| $10^{-4}$ | −0.357459 | −0.357455 |
| $10^{-5}$ | −0.429045 | −0.429044 |

Relative to the ring sum, the asymptote is off by about 10% at $r_s=1$ and 0.1% at $r_s=0.01$. The error grows to 20% at $r_s=2$ and 50% at $r_s=5$. Against the local correlation energy used in PBE, the asymptote is 19% too negative at $r_s=1$, crosses it near $r_s=3$, and is 25% too small in magnitude at $r_s=5$. It is a high-density law, not a substitute for the correlation energy across valence densities. The last two rows give a slope $0.071586/\ln10=0.03109$ hartree.

The ring sum is not the full correlation energy. Second-order exchange replaces one factor $1/q^2$ by an interaction at a generic momentum. Power counting then changes $dQ/Q$ into $Q\,dQ$ at small $Q$, so that diagram should shift the constant and leave $\gamma$ alone. This is an argument, not a proof, and higher non-ring diagrams are not examined here.

## Reuse in PBE

The local part of PBE behaves as $e=\gamma\ln r_s+C_{\rm loc}$ at high density, with $C_{\rm loc}=-0.046643$ hartree instead of the RPA constant. The parametrization used carries $\gamma$ rounded to $0.0310907$; the difference of $9\times10^{-9}$ hartree is ignored below. For an unpolarized density PBE adds

$$H=\gamma\ln\Big[1+\frac\beta\gamma t^2\frac{1+y}{1+y+y^2}\Big],\quad y=At^2,\quad A=\frac{\beta/\gamma}{e^{-e/\gamma}-1},$$

where $\beta=0.066725$ and $t$ now denotes $|\nabla n|/(2k_sn)$ with $k_s^2=4k_F/\pi$. In terms of $s=|\nabla n|/(2k_Fn)$, $t^2=s^2k_F^2/k_s^2=\pi s^2/(4\alpha r_s)$.

To see what the constant does, replace $\gamma$ in $H$ and $A$ by a trial value $\kappa$, leaving $e$ unchanged. The definition of $A$ gives $(\beta/\kappa)t^2=y(e^{-e/\kappa}-1)$. Inserting this and absorbing $e$ into the logarithm,

$$e+H=\kappa\ln\Big[e^{e/\kappa}+(1-e^{e/\kappa})\frac{y+y^2}{1+y+y^2}\Big].$$

At high density $e^{e/\kappa}\propto r_s^{\gamma/\kappa}\to0$, and at fixed $s>0$, $y\propto r_s^{\gamma/\kappa-1}$. There are three cases.

- **$\kappa=\gamma$.** Here $y$ tends to $\frac\beta\gamma\frac{\pi s^2}{4\alpha}e^{C_{\rm loc}/\gamma}$, and $e+H\to-\gamma\ln[1+1/(y+y^2)]$, finite and nonzero. For $s=1$, $y=2.1461\times1.5073\times0.22308=0.7216$, and the limit is $-0.031091\ln(1.8049)=-0.01836$ hartree. PBE itself gives $-0.01836$ at both $r_s=10^{-6}$ and $10^{-8}$.
- **$\kappa<\gamma$.** Here $y\to0$ but remains much larger than $e^{e/\kappa}$, so $e+H\approx\kappa\ln y$, which contains $(\gamma-\kappa)\ln r_s$. A divergence survives. For $\kappa=0.8\gamma$ the computed slope is 0.00622 hartree, which is $0.2\gamma$.
- **$\kappa>\gamma$.** Here $y\to\infty$ and $e+H\to0$. For $\kappa=1.2\gamma$ it is $-0.00220$ hartree at $r_s=10^{-4}$ and $-0.00013$ at $10^{-8}$.

Avoiding divergence therefore does not by itself fix the constant. Within this form of $H$, a finite nonzero limit at fixed $s>0$ does: it requires the coefficient of the logarithm in the local part, which is the ring coefficient. At $s=0$, $H$ vanishes and the logarithm of the local part remains, as in the ring sum for the uniform gas.

## Table of computed values

```
gamma = (1-ln2)/pi^2 = 0.0310907 hartree = 0.84602 eV
alpha = 0.521062 (no unit)
finite model gaps = [0.4 0.9 1.5] hartree, coupling v = 0.3 hartree
finite model, diagonalization: -0.12502417 hartree
finite model, log formula:     -0.12502417 hartree
J(0.8), energy denominators: 0.5607145 (no unit)
J(0.8), squared bubble:      0.5607145 (no unit)
I by quadrature:   0.64267104 (no unit)
I = 2pi/3 (1-ln2): 0.64267104 (no unit)
second-order ring, Qc=1e-2: -0.312033 hartree
second-order ring, Qc=1e-3: -0.455210 hartree
its slope in ln Qc: 0.062181 hartree; 2 gamma = 0.062181
integral of R0^2 ln R0 over u: -0.353890 (no unit)
integral (J-J(0))/Q, Q from 0 to 1: -0.064338 (no unit)
integral J/Q, Q above 1: 0.329718 (no unit)
RPA constant C = -0.071099 hartree
at rs=0.01 bohr: kF = 191.916 1/bohr
at rs=0.01 bohr: lam = 0.006634 (no unit)
at rs=0.01 bohr: sqrt(lam) = 0.08145 (no unit)
rs (bohr) | ring sum | gamma ln rs + C | difference (hartree)
1e+00 | -0.078799 | -0.071099 | -7.70e-03
1e-01 | -0.144042 | -0.142688 | -1.35e-03
1e-02 | -0.214474 | -0.214277 | -1.97e-04
1e-03 | -0.285892 | -0.285866 | -2.59e-05
1e-04 | -0.357459 | -0.357455 | -3.22e-06
1e-05 | -0.429045 | -0.429044 | -3.83e-07
ring-sum slope, rs 1e-5 to 1e-4: 0.031089 hartree
PBE inputs: beta = 0.066725, s = 1.0 (no unit)
local part, rs=1e-6 and 1e-8: -0.476177, -0.619355 hartree
local slope in ln rs: 0.031091 hartree
local constant C_loc: -0.046643 hartree
PBE, rs=1e-6 and 1e-8: -0.018360, -0.018360 hartree
limit y = 0.721622 (no unit)
PBE limit formula: -0.018360 hartree
0.8 gamma in H: slope left in ln rs = 0.006216 hartree
1.2 gamma in H, rs=1e-4: -0.002204 hartree
1.2 gamma in H, rs=1e-8: -0.000127 hartree
```
